\section*{Effective Bake Time for Acid-Catalysed Deprotection with First-Order Acid Loss}

Consider a resist film in which acid has been released uniformly by exposure. During the bake that follows, the acid cuts protecting groups from the polymer without being used up. Suppose that the acid concentration keeps its initial value $h_0$ until a time $T$, and that all the acid then disappears at once. While acid is present, each protected site reacts with the constant probability per unit time $kh_0$, so the protected fraction falls as $\exp(-kh_0t)$. After $T$ nothing more happens. Both stages are contained in
\begin{equation}
m(t)=\exp\left[-kh_0\min(t,T)\right].
\label{eq:sudden}
\end{equation}
The exponential law has survived the loss of acid, but the clock time $t$ has been replaced by a time that stops growing at $T$. Baking for longer than $T$ is useless, whatever the value of $k$.

Acid can also be lost gradually. The simplest gradual loss is of first order: every acid molecule has the same probability $\lambda$ per unit time of being lost, however many others are present. This does not describe neutralisation by a limited amount of added base, which stops when the base is used up. The rate equations are then
\begin{align}
\frac{dm}{dt}&=-k\,h^n m, & m(0)&=1,
\label{eq:sites}\\
\frac{dh}{dt}&=-\lambda h, & h(0)&=h_0 .
\label{eq:acid}
\end{align}
Here $m$ is the fraction of sites still protected, and $h$ is the acid concentration divided by a fixed reference concentration. Since $h$ is a pure number, $k$ and $\lambda$ are both in $\mathrm{s^{-1}}$ for every reaction order $n>0$; the value of $k$ belongs to the chosen reference. The equations describe average concentrations. They assume that deprotection does not consume acid, that the temperature is constant, so that $k$ and $\lambda$ are constant, that neither depends on how far deprotection has gone, and that the acid is uniform in space. The bake starts and stops abruptly.

Because the acid acts as a catalyst, equation (\ref{eq:acid}) does not contain $m$ and can be solved first. Dividing by $h$ gives $d(\ln h)/dt=-\lambda$, and integration from $0$ to $t$ gives
\begin{equation}
h(t)=h_0e^{-\lambda t}.
\label{eq:hsol}
\end{equation}
In equation (\ref{eq:sites}) we divide by $m$, which is positive at the start and remains so because its relative rate of decrease is finite. Then $d(\ln m)/dt=-kh^n$. Since $\ln m(0)=0$,
\begin{equation}
-\ln m(t)=k\int_0^t h(s)^n\,ds
=kh_0^n\int_0^t\left[\frac{h(s)}{h_0}\right]^n ds .
\label{eq:dose}
\end{equation}
The last integral has the dimension of time. If no acid were lost, its integrand would be one and the integral would equal $t$. It is therefore the effective time $\tau$, the duration of a loss-free bake that gives the same deprotection. Inserting (\ref{eq:hsol}), we obtain
\begin{equation}
\tau(t)=\int_0^t e^{-n\lambda s}\,ds
=\left[-\frac{e^{-n\lambda s}}{n\lambda}\right]_0^t
=\frac{1-e^{-n\lambda t}}{n\lambda},
\label{eq:tau}
\end{equation}
and hence
\begin{equation}
m(t)=\exp\left[-kh_0^n\,\tau(t)\right].
\label{eq:law}
\end{equation}

The factor $n$ in (\ref{eq:tau}) arises because the reaction responds to $h^n$, which decays $n$ times as fast as $h$. The form with $\lambda$ alone belongs to $n=1$. In that case $\tau$ also has a direct connection with the sudden loss in (\ref{eq:sudden}). An acid molecule with lifetime $T$ is active for a time $\min(t,T)$, which is the integral over $0<s<t$ of a function equal to one while $s<T$ and zero afterwards. The average of that function is the probability $e^{-\lambda s}$ of surviving to $s$. The average active time is therefore $\int_0^te^{-\lambda s}ds$, which is $\tau$ for $n=1$.

For a numerical case, take the round values $k=0.1\ \mathrm{s^{-1}}$, $\lambda=0.02\ \mathrm{s^{-1}}$, $h_0=0.30$, $n=1$ and a bake of $60$ s. These are model parameters and represent no particular resist. At the end of the bake the relative acid concentration is $0.0904$, so the surviving fraction is $0.0904/0.30=0.3013$. Thus
\begin{equation}
\tau=\frac{1-0.3013}{0.02\ \mathrm{s^{-1}}}=34.9\ \mathrm{s},
\qquad
m=e^{-0.1\times0.30\times34.94}=e^{-1.048}=0.351 .
\end{equation}
Without loss the exponent would be $0.1\times0.30\times60=1.8$ and the protected fraction $0.165$. In its effect on the polymer, the minute of baking has been worth about $35$ s. Direct numerical integration of (\ref{eq:sites}) and (\ref{eq:acid}), for three reaction orders, three acid levels and three loss rates, agrees with (\ref{eq:law}) to about $10^{-12}$ in $m$. The numerical output is printed after the text.

The two ends of the time scale follow from (\ref{eq:tau}). Write $x=n\lambda t$. For $x>0$ we start from $e^{-x}<1$ and integrate from $0$ to $x$, which gives $1-e^{-x}<x$, or $e^{-x}>1-x$. A second integration gives $1-e^{-x}>x-x^2/2$, or $e^{-x}<1-x+x^2/2$. A third gives $1-e^{-x}<x-x^2/2+x^3/6$. Dividing the last two bounds on $1-e^{-x}$ by $n\lambda$, we find
\begin{equation}
t-\frac{n\lambda t^2}{2}<\tau<
t-\frac{n\lambda t^2}{2}+\frac{n^2\lambda^2t^3}{6}.
\label{eq:weak}
\end{equation}
When $n\lambda t\ll1$, the effective time falls short of the clock time by the fraction $n\lambda t/2$ to leading order. The factor one half appears because the deficit in $h^n$ builds up linearly from zero, so its average is half its final value. With $\lambda=0.001\ \mathrm{s^{-1}}$, $n=1$ and $t=60$ s, the lower bound is $58.200$ s and the third term is $0.036$ s. Integration of the rate equations gives $58.235$ s, inside the bounds.

At the other end, the exponential in (\ref{eq:tau}) vanishes and
\begin{equation}
\tau\to\frac{1}{n\lambda},\qquad
m\to m_\infty=\exp\left(-\frac{kh_0^n}{n\lambda}\right).
\label{eq:limit}
\end{equation}
The derivative $d\tau/dt=e^{-n\lambda t}$ is positive and, for $t>0$, less than one. The effective time therefore rises steadily but stays below both $t$ and $1/(n\lambda)$. In the example the limit is $50$ s and the final protected fraction is $e^{-1.5}=0.223$. This is higher than the $0.165$ that a loss-free bake reaches in one minute, so no extension of the bake can make good the loss. The amount still missing from the effective time,
\begin{equation}
\frac{1}{n\lambda}-\tau=\frac{e^{-n\lambda t}}{n\lambda},
\end{equation}
shrinks exponentially. Baking for $120$ s gives $\tau=45.5$ s and $m=0.256$. Doubling the time again, to $240$ s, gives $\tau=49.6$ s and $m=0.226$, a gain of only $0.03$ in deprotected fraction for two further minutes.

Suppose that a process has to reach a given protected fraction $m_*$, with $0<m_*<1$. Let $L=\ln(1/m_*)$, a positive number. Equation (\ref{eq:law}) requires $kh_0^n\tau=L$, and with (\ref{eq:tau}) this becomes
\begin{equation}
1-e^{-n\lambda t_*}=\frac{n\lambda L}{kh_0^n}
\quad\Longrightarrow\quad
t_*=-\frac{1}{n\lambda}
\ln\left(1-\frac{n\lambda L}{kh_0^n}\right).
\label{eq:target}
\end{equation}
For a finite bake the left side of the first equation is less than one. A solution therefore exists only if
\begin{equation}
h_0>h_c=\left(\frac{n\lambda L}{k}\right)^{1/n}.
\label{eq:threshold}
\end{equation}
At $h_0=h_c$ the target is approached but not reached. Below $h_c$ the reaction stops short of it. First-order acid loss thus creates a threshold in initial acid that is absent from the loss-free law, where any positive $h_0$ reaches the target after the time $L/(kh_0^n)$.

The behaviour near the threshold is clearer if we write $h_0^n=h_c^n(1+\epsilon)$ with $\epsilon>0$. The fraction in (\ref{eq:target}) equals $h_c^n/h_0^n=1/(1+\epsilon)$, and one minus this is $\epsilon/(1+\epsilon)$. Therefore
\begin{equation}
t_*=\frac{1}{n\lambda}\ln\frac{1+\epsilon}{\epsilon}.
\end{equation}
As $\epsilon\to0$ the required time diverges, but only logarithmically: each tenfold reduction of a small $\epsilon$ adds about $\ln10/(n\lambda)$. For $m_*=0.30$ we have $L=1.204$, and the threshold in the example is $0.02\times1.204/0.1=0.241$. The initial acid $0.30$ exceeds it by the factor $1.246$, so $\epsilon=0.246$ and
\begin{equation}
t_*=50\ \mathrm{s}\times\ln\frac{1.246}{0.246}=81\ \mathrm{s}.
\end{equation}
Without loss the same target would take $1.204/(0.1\times0.30)=40.1$ s. Integrations of the rate equations confirm the threshold from both sides: with initial acid two per cent above $h_c$ a very long bake passes the target, and with two per cent below it does not. This was tested for $n=1$ and $n=2$.

If the bake time is fixed, the loss can be compensated by more initial acid. Let $h_0'$ be the amount that, with loss, gives the result of $h_0$ without loss. Equating the exponents gives
\begin{equation}
k(h_0')^n\tau=kh_0^nt
\quad\Longrightarrow\quad
\frac{h_0'}{h_0}=\left(\frac{t}{\tau}\right)^{1/n}.
\label{eq:comp}
\end{equation}
For weak loss, (\ref{eq:weak}) gives $t/\tau\simeq1+n\lambda t/2$, and the $n$th root is $1+\lambda t/2$ to first order. The reaction order cancels: a higher order suffers more from the loss but also gains more from added acid. In the example the loss is not weak. The factor is $60/34.94=1.72$, and the initial acid must rise from $0.30$ to $0.515$.

The factor in (\ref{eq:comp}) is the same for every $h_0$. This has a consequence for the interpretation of data. At one fixed bake time, the curve of $m$ against $h_0$ depends on $k$ and $\lambda$ through the product $k\tau$ alone. A system with loss then gives the same curve as a loss-free system with a smaller rate constant, and measurements at a single bake time cannot tell them apart. Two bake times can. Since $1-e^{-2x}=(1-e^{-x})(1+e^{-x})$, doubling the time gives
\begin{equation}
\frac{\ln m(2t)}{\ln m(t)}=\frac{\tau(2t)}{\tau(t)}
=1+e^{-n\lambda t}.
\label{eq:ratio}
\end{equation}
Both $k$ and $h_0$ have dropped out. Within this model a ratio of two means no loss, and a ratio near one means that the reaction had almost stopped by the first time. More generally, a ratio close to two shows only that the acid level was steady over most of the bake: acid neutralised quickly at the start by a limited amount of base leaves the ratio close to two. For $60$ and $120$ s in the example the ratio is $45.46/34.94=1.301$, and subtracting one recovers the surviving acid fraction $0.301$. If the loss is of first order, what is obtained in this way is $n\lambda$; to find $\lambda$ itself, $n$ must be known from the dependence on $h_0$. A ratio below two does not by itself show that the loss is of first order, since any gradual loss of acid lowers it. The test also requires a uniform film: diffusion out of the measured region lowers the ratio without any loss, and diffusion into it raises the ratio.

The role of $n$ can be seen by repeating the $60$ s bake with $n=2$ and the other parameters unchanged. The square of the acid concentration decays at $0.04\ \mathrm{s^{-1}}$, so $\tau=22.7$ s and
\begin{equation}
m=\exp(-0.1\times0.30^2\times22.73)=0.815 .
\end{equation}
Using the first-order-reaction value $34.9$ s would give $0.730$. The predicted deprotected fraction would then be $0.270$ instead of $0.185$, an excess of $46$ per cent relative to the correct value within this model.

The replacement of $t$ by one function $\tau(t)$, common to all initial acid levels, also depends on the kind of loss. Let the acid obey $dh/dt=-f(h)$ with some smooth loss law $f$. The step leading to (\ref{eq:dose}) is unchanged, and one may still define
\begin{equation}
\tau(t;h_0)=\int_0^t\left[\frac{h(s)}{h_0}\right]^nds .
\end{equation}
Suppose that this is the same function of $t$ for every $h_0>0$. Its time derivative, $[h(t)/h_0]^n$, is then also independent of $h_0$, and so is its positive $n$th root $h(t)/h_0$. The initial slope of that ratio is $-f(h_0)/h_0$. This must be a constant, which we call $-\lambda$, so $f(h)=\lambda h$. Among loss laws of this form, first-order loss is therefore both sufficient and necessary for an effective time that does not depend on dose.

Second-order loss shows what happens otherwise. With $dh/dt=-\lambda_2h^2$ we have $d(1/h)/dt=\lambda_2$, hence $1/h=1/h_0+\lambda_2t$ and $h/h_0=1/(1+\lambda_2h_0t)$. For $n=1$,
\begin{equation}
\tau=\int_0^t\frac{ds}{1+\lambda_2h_0s}
=\frac{\ln(1+\lambda_2h_0t)}{\lambda_2h_0}.
\label{eq:second}
\end{equation}
Take $\lambda_2=0.1\ \mathrm{s^{-1}}$ and $t=60$ s. At $h_0=0.3$ the effective time is $\ln(2.8)/0.03=34.3$ s, close to the $34.9$ s of the first-order example. At $h_0=0.6$ it is $\ln(4.6)/0.06=25.4$ s, whereas first-order loss would leave it unchanged. Agreement at one dose and one bake time thus says little about the order of the loss. For $n=1$ the long-time behaviour differs as well. The logarithm in (\ref{eq:second}) grows without limit, so deprotection slows down but has no final level above zero, and there is no threshold like (\ref{eq:threshold}).

A change of temperature during the bake breaks a different assumption. If $k$ and $\lambda$ vary with time in a prescribed way, the same two integrations give
\begin{equation}
-\ln m=h_0^n\int_0^t k(s)
\exp\left[-n\int_0^s\lambda(u)\,du\right]ds .
\end{equation}
The exponent is still proportional to $h_0^n$, but the simple saturating form (\ref{eq:tau}) is lost.

In a patterned film the acid is not uniform. If it does not move, each point obeys (\ref{eq:law}) with its own $h_0$ and the common $\tau$. If it diffuses, acid passes from exposed to unexposed regions while it decays. Take $n=1$, a constant diffusivity $D$ and a periodic initial pattern with $0<b<a$:
\begin{equation}
\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}-\lambda h,
\qquad h(x,0)=a+b\cos qx .
\end{equation}
We try $h=A(t)+B(t)\cos qx$. Two derivatives of the cosine give $-q^2\cos qx$, so comparing the constant and cosine terms yields
\begin{equation}
\frac{dA}{dt}=-\lambda A,\qquad
\frac{dB}{dt}=-(\lambda+Dq^2)B,
\end{equation}
with $A(0)=a$ and $B(0)=b$. Both parts decay exponentially, but the modulation decays faster, because diffusion levels it in addition to the loss. The protected sites are fixed to the polymer, which is taken as immobile, so $-\ln m$ is still the time integral of $kh$ at each point. With $\tau_r=(1-e^{-rt})/r$ for a decay rate $r$,
\begin{equation}
-\ln m(x,t)=k\left[a\,\tau_{\lambda}
+b\cos(qx)\,\tau_{\lambda+Dq^2}\right].
\label{eq:two}
\end{equation}
Two effective times appear, one for the mean acid and a shorter one for its modulation. For $n=2$ the square of $h$ contains $A^2$, $AB$ and $B^2$, which decay at the rates $2\lambda$, $2\lambda+Dq^2$ and $2\lambda+2Dq^2$, so three times are needed.

Let the pattern have a period of $100$ nm, with $a=0.30$, $b=0.20$ and $D=5\ \mathrm{nm^2/s}$, and keep $k$, $\lambda$ and the $60$ s bake. The modulation decays at $0.0397\ \mathrm{s^{-1}}$, about twice the loss rate, and its effective time is $22.9$ s. At the crest and the trough of the acid pattern,
\begin{align}
m_{\rm crest}&=e^{-0.1(0.30\times34.94+0.20\times22.85)}=0.222,\\
m_{\rm trough}&=e^{-0.1(0.30\times34.94-0.20\times22.85)}=0.554 .
\end{align}
Immobile acid would give $0.174$ and $0.705$. Diffusion has reduced the difference in protected fraction between trough and crest from $0.531$ to $0.332$. A finite-difference solution of the diffusion and reaction equations agrees with (\ref{eq:two}) to $2\times10^{-5}$ in $m$ over the whole period.

One may still assign each point a local effective time by dividing $-\ln m$ by $k$ times the initial acid there. At the crest this gives $(0.30\times34.94+0.20\times22.85)/0.50=30.1$ s. At the trough it gives $(0.30\times34.94-0.20\times22.85)/0.10=59.1$ s, which exceeds the limit $1/\lambda=50$ s. There is no contradiction. The limit was derived for acid that can only be lost, whereas the trough is supplied from its surroundings. The two times in (\ref{eq:two}) nearly coincide when $Dq^2t\ll1$, since the modulation then has little time to spread. They also nearly coincide, for a bake of any length, when $Dq^2\ll\lambda$, since the acid is then lost before it can spread. Otherwise they must be kept apart.

\section*{Computed values}
\begin{verbatim}
rate constant k: 0.100 1/s
acid loss rate: 0.020 1/s
initial relative acid: 0.30
bake time: 60 s
largest |m(ODE)-m(law)|, 27 cases: 1.5e-12
relative acid at end: 0.0904
effective time, n=1: 34.94 s
limit of effective time, n=1: 50.0 s
protected fraction with loss: 0.3506
protected fraction without loss: 0.1653
protected fraction, endless bake: 0.2231
bake 30 s: tau = 22.56 s, m = 0.5082
bake 120 s: tau = 45.46 s, m = 0.2557
bake 240 s: tau = 49.59 s, m = 0.2259
weak loss rate: 0.001 1/s
weak loss, tau from ODE: 58.235 s
weak loss, two-term series: 58.200 s
weak loss, third term: 0.036 s
target protected fraction: 0.30
time to target with loss: 81.14 s
time to target without loss: 40.13 s
threshold relative acid, n=1: 0.2408
threshold relative acid, n=2: 0.6940
acid restoring loss-free m, n=1: 0.5152
acid compensation factor, n=1: 1.7172
effective time, n=2: 22.73 s
n=2 protected fraction: 0.8150
n=2 fraction with n=1 time (wrong): 0.7302
second-order loss constant: 0.10 1/s
second-order loss, tau at h0=0.3: 34.32 s
second-order loss, tau at h0=0.6: 25.43 s
pattern period: 100 nm
acid diffusivity: 5.0 nm^2/s
relative acid modulation: 0.20
decay rate of modulation: 0.03974 1/s
effective time of modulation: 22.85 s
crest m, immobile acid: 0.1743
crest m, diffusing acid: 0.2220
trough m, immobile acid: 0.7051
trough m, diffusing acid: 0.5536
largest |m(grid)-m(two times)|: 1.9e-05
\end{verbatim}
